# Which grain-size average sets the boundary resistance of a line?

**Q:** I have a metal line whose grains range from tiny to very long. Boundary resistivity goes as \(1/D\), with \(D\) the grain size. With a broad distribution I must therefore average \(1/D\) over the grains, and the small ones will dominate. Is that right?

**A:** Not if the grains sit in single file and all boundaries are alike. Take two grains of lengths \(a\) and \(3a\), repeated along the line. How many boundaries are there per unit length?

**Q:** Two per \(4a\), so \(1/(2a)\). My average gives \(\tfrac12(1/a+1/(3a))=2/(3a)\), which is larger. It counts boundaries that are not there.

**A:** Yes. The mean length is \(2a\), and its inverse is the correct density. The relevant length is the intercept along the current, not a grain diameter or a size weighted by area.

**Q:** That settles the counting. But why should resistance follow the count? Electrons bounce between boundaries, and two close together might not act like two far apart.

**A:** That needs a derivation, with its assumptions in view. I use atomic units, \(\hbar=m=e=1\). There are \(M\) equivalent channels, meaning that each has the same transmission at every scatterer, and phase memory is lost between successive scatterers.

Let two scatterers have transmissions \(T_1,T_2\) and reflections \(R_i=1-T_i\). A carrier crosses the pair directly, or after one round trip between them, or after two, and so on. Without phase memory the probabilities add:

\[
T_{12}=T_1T_2\sum_{j=0}^{\infty}(R_1R_2)^j=\frac{T_1T_2}{1-R_1R_2}.
\]

Now form the ratio of reflection to transmission:

\[
\frac{1-T_{12}}{T_{12}}=\frac{1-(1-T_1)(1-T_2)-T_1T_2}{T_1T_2}
=\frac{T_1+T_2-2T_1T_2}{T_1T_2}.
\]

Dividing term by term gives \(1/T_2+1/T_1-2\), so

\[
\frac{1-T_{12}}{T_{12}}=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.
\]

The bounces are all included, yet the distance between the scatterers has dropped out. The pair can be treated as one scatterer and joined to a third, so the rule extends to any number.

**Q:** What about scattering inside the grains? A longer grain has more of it.

**A:** Let \(f_+\) and \(f_-\) be the right- and left-moving fluxes in one channel, and let \(1/\lambda\) be the probability per length of being turned back. The right-moving flux loses \(f_+/\lambda\) and gains \(f_-/\lambda\). The left-moving flux gains and loses the opposite amounts along its own direction, \(-x\), which reverses the sign once more. Both therefore obey

\[
\frac{df_\pm}{dx}=-\frac{f_+-f_-}{\lambda}.
\]

Subtracting the two equations shows that \(J=f_+-f_-\) is constant. Send in unit flux from the left and none from the right: \(f_+(0)=1\), \(f_-(D)=0\). Then \(f_+(D)=J=T\), while integration gives \(f_+(D)=1-JD/\lambda\). Hence \(T=1-TD/\lambda\), or

\[
\frac{1-T}{T}=\frac{D}{\lambda}.
\]

This is linear in \(D\), so the grain interiors add up to \(L/\lambda\), however the length \(L\) is divided.

For \(n\) grains there are \(n-1\) inner boundaries. Write \(r=(1-T_b)/T_b\) for one boundary of transmission \(T_b\). The whole line has

\[
\frac1T=1+\frac{L}{\lambda}+(n-1)r .
\]

**Q:** And the step from transmission to resistance?

**A:** Raise the left reservoir by a small \(\delta\mu\). One channel, with two spins, then sends in the extra current \(2v\,dk/(2\pi)\), where \(v=dE/dk\). The velocity cancels and leaves \(\delta\mu/\pi\). A fraction \(T\) gets through, so \(I=MT\,\delta\mu/\pi\). With \(e=1\) the voltage is \(\delta\mu\), and

\[
R=\frac{\pi}{M}\left[1+\frac L\lambda+r\left(\frac{L}{\bar D}-1\right)\right],\qquad \bar D=\frac Ln .
\]

This is linear response, with \(T\) constant over the small energy window. The factor \(\pi\) is \(h/(2e^2)\) in ordinary units. The leading 1 is the contact resistance between the reservoirs and the channels. Within these assumptions the formula holds for every set of intercepts, because they enter through their sum and their number alone.

For a long line with independent intercepts, \(\bar D\) tends to the number mean \(\langle D\rangle\), and

\[
\frac RL\to\frac{\pi}{M}\left(\frac1\lambda+\frac{r}{\langle D\rangle}\right).
\]

**Q:** Yet it seems natural to give each grain a local resistivity proportional to \(r/D_i\) and then average. Where does that go wrong?

**A:** In the weights. Resistances in series add as resistivity times length, so each grain must be weighted by its share \(D_i/L\):

\[
\sum_i\frac{D_i}{L}\,\frac{r}{D_i}=\frac{nr}{L}=\frac r{\bar D}.
\]

Each small grain has a high local resistivity, but it fills little of the line. You gave every grain equal weight.

The sign of the resulting error is fixed. With \(\mu=\langle D\rangle\),

\[
0\le\left\langle\frac{(D-\mu)^2}{\mu^2D}\right\rangle
=\frac{\langle D\rangle}{\mu^2}-\frac2\mu+\left\langle\frac1D\right\rangle
=\left\langle\frac1D\right\rangle-\frac1\mu .
\]

Your average is too large unless all grains are equal.

**Q:** Then could I use the length-weighted mean grain size, since length is the right weight?

**A:** No. Length is the right weight for the local resistivity, \(1/D\). Averaging \(D\) itself by length and inverting afterwards is a different operation. That mean is \(\langle D^2\rangle/\langle D\rangle\), which is at least \(\langle D\rangle\) because a variance is not negative. Its inverse gives too few boundaries unless all grains are equal.

A lognormal distribution shows both errors. Put \(D=e^{m+sz}\), with \(z\) a standard normal variable. Completing the square, \(psz-z^2/2=-(z-ps)^2/2+p^2s^2/2\), gives

\[
\langle D^p\rangle=e^{pm+p^2s^2/2}.
\]

From \(p=1\), \(-1\) and \(2\) it follows that

\[
\left\langle\frac1D\right\rangle=e^{-m+s^2/2}=\frac{e^{s^2}}{\langle D\rangle},\qquad
\frac{\langle D^2\rangle}{\langle D\rangle}=e^{m+3s^2/2}=\langle D\rangle e^{s^2}.
\]

One estimate of the boundary density is too large by the factor \(e^{s^2}\), and the other is too small by the same factor.

**Q:** Can we put numbers on a line?

**A:** We need a model for \(r\). Let the boundary be a delta barrier \(S\delta(x)\), met by a wave of energy \(E=k^2/2\). On the left take \(e^{ikx}+\rho e^{-ikx}\), on the right \(\tau e^{ikx}\). Continuity gives \(1+\rho=\tau\). Integrating the Schrödinger equation across the barrier gives a slope jump \(2S\psi(0)\):

\[
ik\tau-ik(1-\rho)=2S\tau .
\]

Inserting \(\rho=\tau-1\) turns the left side into \(2ik(\tau-1)\). Hence \(\tau(ik-S)=ik\), so \(\tau=1/(1+iS/k)\), and

\[
T_b=|\tau|^2=\frac1{1+S^2/k^2},\qquad r=\frac{S^2}{k^2}=\frac{S^2}{2E}.
\]

I choose round model parameters, not those of a particular metal: \(E=5\) eV and \(S=6\) eV Å. Converted to atomic units, they give \(r=0.4724\) and \(T_b=1/1.4724=0.679\). Further, let \(\lambda=400\) Å, \(L=100000\) Å, \(\langle D\rangle=200\) Å, \(s=0.8\) and \(M=1000\). There are 500 grains and 499 boundaries. In units of \(h/(2e^2)\),

\[
MR=1+250+0.4724\times499\approx486.7 .
\]

Multiplying by 12906 ohm and dividing by 1000 channels gives 6282 ohm. This number belongs to the equivalent-channel model, which gives every channel the transmission at normal incidence. In a free-electron wire the channels have longitudinal wave numbers \(ku\) with \(0<u<1\) and weight \(2u\,du\). The same barrier then has the channel-averaged transmission \(1-r\ln(1+1/r)\approx0.46\) instead of 0.679, and the resistance is higher. A thousand channels at 5 eV also mean a cross-section only about 100 Å across, where scattering at the walls, left out here, matters.

With \(\langle1/D\rangle=0.009482\) Å\(^{-1}\), your average would put 948.2 grains in the same length. The sum becomes \(1+250+0.4724\times947.2\approx698.5\), or about 9015 ohm, which is 43.5% above the model's result. The length-weighted size, 379.3 Å, gives about 4841 ohm, 22.9% below it.

**Q:** Does a line with really unequal grains obey this, or did you just insert the mean?

**A:** The numerical output includes a direct solution of the flux equations and multiple reflections for two lines. One has 500 equal grains. The other has 500 grains from about 12 to 1196 Å, scaled to the same total length. Both give 486.749, the value of the formula.

Choosing random points on the broad line and recording \(1/D\) of the grain found there gives 0.004984 Å\(^{-1}\), close to \(1/200=0.005\) Å\(^{-1}\). Counting each grain of that line once gives 0.009396 Å\(^{-1}\). These are the two weightings applied to the same grains.

**Q:** So the breadth of the distribution has no effect at all?

**A:** It affects the scatter between lines. Suppose lines of fixed length \(L\) are cut from independent grains, each line starting at a fresh grain, and let \(N\) be the number of boundaries inside. Grain \(N+1\) crosses the end, and the first \(N+1\) grains have total length \(L+b\), where \(b\) is the overhang.

Whether grain \(i\) is needed to reach the end depends on the grains before it, not on \(D_i\). Each needed grain therefore contributes \(\mu\) on average, and \(\mu\langle N+1\rangle=L+\langle b\rangle\). On a long line the end falls in a grain with probability proportional to its length, and on average halfway along it. Thus \(\langle b\rangle=\langle D^2\rangle/(2\mu)=\mu(1+c^2)/2\), where \(c^2=\langle D^2\rangle/\mu^2-1\) is the relative variance. This gives

\[
\langle N\rangle\simeq\frac L\mu+\frac{1+c^2}{2}-1=\frac L\mu+\frac{c^2-1}{2}.
\]

Breadth changes the mean count by an amount that does not grow with \(L\). The constant assumes a continuous spread of sizes: for exactly equal grains the overhang depends on \(L\), and 500 grains give 499 boundaries, not 499.5.

For the scatter, write \(L\approx N\mu+\sum_i(D_i-\mu)\). The deviation of \(N\) from \(L/\mu\) is then minus the sum divided by \(\mu\). About \(L/\mu\) independent terms, each of variance \(c^2\mu^2\), give

\[
\operatorname{Var}N\simeq c^2\frac L\mu .
\]

Here \(c^2=e^{0.64}-1=0.8965\), so the standard deviation is \(\sqrt{0.8965\times500}=21.2\) boundaries. The 4000 simulated lines gave 21.1. Their mean count was 499.85, against 499.95 from the formula. The sampling uncertainty of that mean is \(21.2/\sqrt{4000}\approx0.3\), so this run does not resolve the small shift from 500.

The scatter in resistance is \(0.4724\times21.2/486.7\), about 2% of the total. This relative scatter falls as \(1/\sqrt L\) for long lines, while the scatter in ohms grows as \(\sqrt L\).

**Q:** What if the boundaries are not identical?

**A:** Additivity survives, and the boundary term per length becomes

\[
\frac1L\sum_i r_i\to\frac{\langle r_i\rangle}{\langle D\rangle}.
\]

Here \(r_i=(1-T_i)/T_i\) belongs to boundary \(i\), with transmission \(T_i\). You need the number mean of \(r_i\), which is not obtained from the mean of \(T_i\), and the mean intercept. A link between strength and grain size enters through \(\langle r_i\rangle\). Suppose small grains come with strong boundaries, \(r_i=r\langle D\rangle/D_i\). Then \(\langle r_i\rangle=r\langle D\rangle\langle1/D\rangle\), and the term becomes \(r\langle1/D\rangle\). Your average returns, for a reason you did not assume: the boundary strength now depends on size. For the broad line above this raises \(MR\) from 486.7 to 693.7, in units of \(h/(2e^2)\).

**Q:** You also assumed equivalent channels. In a real metal, carriers meet a boundary at different angles.

**A:** That is a serious restriction. Take two equally populated classes \(a\) and \(b\), with boundary transmissions \(T_a=\bar T+\delta\) and \(T_b=\bar T-\delta\); from here on \(T_b\) belongs to class \(b\). Let scattering inside the grains occur once per length \(\ell\) and spread carriers evenly over both classes and both directions. Define the mean flux per channel \(s_\pm=(f_{a\pm}+f_{b\pm})/2\) and the difference \(d_\pm=f_{a\pm}-f_{b\pm}\).

Each flux relaxes towards the common mean \((s_++s_-)/2\). The mean fluxes then obey the earlier equations with \(\lambda=2\ell\), since half of the scattered carriers go backwards. In the difference the common mean cancels, so \(d_\pm\) decays by \(q=e^{-D/\ell}\) on its way to the next boundary.

At a boundary, the outgoing right-moving flux of each class is its transmission times \(f_+\) plus its reflection times \(f_-\). Insert \(f_a=s+d/2\) and \(f_b=s-d/2\), and let \(\Delta=s_+-s_-\) be formed from the incoming fluxes. Half the sum over classes, minus the incoming \(s_-\), is the net flux. The difference between the classes gives \(d_+^{\rm out}\):

\[
J=\bar T\Delta+\frac\delta2(d_+-d_-),\qquad
d_+^{\rm out}=2\delta\Delta+\bar Td_++(1-\bar T)d_- .
\]

For equal spacing, mirror symmetry with reversed current gives \(d_-=-d_+\), and the incoming \(d_+\) is \(q\,d_+^{\rm out}\). The second equation becomes \(d_+^{\rm out}[1-q(2\bar T-1)]=2\delta\Delta\). The first becomes \(J=\bar T\Delta+\delta q\,d_+^{\rm out}\), so

\[
T_{\rm eff}=\frac J\Delta=\bar T+\frac{2\delta^2q}{1-q(2\bar T-1)} .
\]

The drop of \(s_+\) across the boundary is \(\Delta-J\), so the added term per boundary is \((1-T_{\rm eff})/T_{\rm eff}\).

**Q:** Now \(D\) appears in \(q\), so the spacing matters.

**A:** Yes. If \(\delta=0\), it drops out again. If \(D\gg\ell\), then \(q\to0\), and each boundary acts alone with transmission \(\bar T\). If \(D\ll\ell\), the classes remain separate from one boundary to the next, and \(T_{\rm eff}\to\bar T+\delta^2/(1-\bar T)\), which is larger.

Take \((1-T)/T\) equal to 0.1 for one class and 2.0 for the other, with \(\ell=200\) Å. A uniform spacing of 200 Å gives 0.453 per boundary. Alternating spacings of 20 and 380 Å have the same mean but give 0.425, about 6% less. The size of this change depends on how strongly the two classes differ. As a control, giving both classes the earlier barrier's \(r=0.4724\) returns 0.4724 for both patterns. So the mean intercept alone is no longer sufficient, but \(\langle1/D\rangle\) is no remedy: it would predict an increase for the uneven spacing, and the calculation shows a decrease.

**Q:** And if phase memory survives?

**A:** Then the resistance may no longer grow in proportion to length, even though current is still proportional to a small voltage. For two boundaries the coherent transmission is

\[
T_{12}(\varphi)=\frac{T_1T_2}{|1-ze^{i\varphi}|^2},\qquad |z|^2=R_1R_2<1 ,
\]

where \(\varphi\) is the round-trip phase. Expand \(1/(1-ze^{i\varphi})\) in powers of \(ze^{i\varphi}\). In the phase average of its squared modulus the cross terms vanish, leaving \(\sum_j(R_1R_2)^j\), the incoherent result. For our barrier this is \(1/(1+2\times0.4724)=0.514\).

The logarithm behaves differently. The expansion of \(\ln(1-ze^{i\varphi})\) has no constant term, so its phase average is zero and \(\langle\ln T_{12}\rangle=\ln T_1+\ln T_2\), here \(-0.774\). Add boundaries one at a time, each with an independent uniform phase and no other scattering. After \(N\) boundaries, \(\langle\ln T\rangle=N\ln T_b\), with \(T_b\) again the transmission of one boundary. The typical transmission falls exponentially with \(N\), and the resistance is not proportional to length. This is the result for a single channel, or for channels that do not mix. With many coupled channels the resistance stays close to the incoherent, length-proportional value while it is well below \(h/(2e^2)\), and the exponential growth sets in only for longer coherent lines.

Our derivation assumed phase loss between all successive boundaries, even across the shortest grains, where it is hardest to justify. It also needs single file: with several grains side by side, current can choose among paths, and the line becomes a network instead of a series chain.

**Q:** So for my line I should count the boundaries the current crosses, divide the length by that number, and then check that the boundaries are alike, the channels equivalent and the phases lost.

**A:** Yes. For a long line that quotient is the mean intercept. If neighbouring intercepts are independent, their variance also lets you estimate how much the boundary count will differ between nominally equal lines. If long grains tend to follow long ones, the variance alone is not enough.

## Calculated quantities

```
Carrier energy: 5.0 eV
Boundary strength S: 6.0 eV angstrom
Backscattering length lambda: 400 angstrom
Line length L: 100000 angstrom
Mean intercept <D>: 200 angstrom
Lognormal log-width s: 0.8 (no unit)
Channels M: 1000; grains: 500
Boundary r = (1-T)/T: 0.4724 (no unit)
Boundary transmission, delta formula: 0.6791
Boundary transmission, narrow barrier: 0.6791
Two boundaries, phase-averaged T: 0.5142
Two boundaries, phase-averaged ln T: -0.7738
Grain-interior term L/lambda: 250.0 (no unit)
Boundary term r(L/<D>-1): 235.75 (no unit)
Line resistance times M, in units of h/(2e^2):
  formula with mean intercept: 486.749
  scattering solution, equal grains: 486.749
  scattering solution, broad grains: 486.749
  estimate with number average of 1/D: 698.517
  estimate with length-weighted size: 375.085
  broad grains, r_i = r<D>/D_i: 693.658
Broad line, smallest grain: 12.1 angstrom
Broad line, largest grain: 1195.8 angstrom
Quantum h/(2e^2): 12906.40 ohm
Resistance, mean intercept: 6282.2 ohm
Resistance, number average of 1/D: 9015.3 ohm
Resistance, length-weighted size: 4841.0 ohm
Error from 1/D average: 43.5 %
Error from weighted size: -22.9 %
1/<D>: 0.005000 per angstrom
<1/D>, distribution: 0.009482 per angstrom
<1/D>, grains of broad line: 0.009396 per angstrom
1/D at random points of broad line: 0.004984 per angstrom
Ratio <1/D><D>: 1.8965 (no unit)
Length-weighted mean size: 379.3 angstrom
Relative variance c^2: 0.8965 (no unit)
Simulated lines of fixed length: 4000
Boundary count mean: simulated 499.85, formula 499.95
Boundary count std. dev.: simulated 21.08, formula 21.17
Line-to-line resistance scatter: 2.05 %
Two classes, boundary r: 0.1 and 2.0
Two classes, mixing length: 200 angstrom
Two classes, r per boundary, spacing 200 angstrom: 0.4532
  same from effective transmission: 0.4532
Two classes, r per boundary, 20/380 angstrom: 0.4254
Equal classes, r for both spacings: 0.4724, 0.4724
```
